# The core-valence density block in frozen-core coupled-cluster gradients, part 1

(Sections cited here and not found follow in the second part.)

### The form of the answer

In a frozen-core calculation some occupied Hartree-Fock orbitals $I, J$ (the core) are kept doubly occupied, and only the valence orbitals $i, j$ are correlated. Suppose the energy changes at first order when a core orbital is mixed with a valence orbital by a small angle $\kappa_{iI}$, at the rate $X_{iI} = \partial E/\partial\kappa_{iI}$. The gradient of the energy must then account for the way this angle responds to a perturbation, and it does so through a core-valence block $D_{iI}$ of the one-particle density.

Four requirements restrict that block. A density matrix element is a pure number and $X_{iI}$ is an energy per radian, so $D_{iI}$ is $X_{iI}$ divided by an energy. A rotation generator is antisymmetric, so $X_{Ii} = -X_{iI}$, whereas a density contracted with real symmetric integrals is symmetric, so the denominator must change sign under $i \leftrightarrow I$. A constant added to the one-electron Hamiltonian shifts all orbital energies equally and changes no orbital, so only differences of orbital energies can appear. Finally the energy is totally symmetric, so $X_{iI}$ vanishes unless $\varphi_i$ and $\varphi_I$ belong to the same irreducible representation. The simplest expression with these properties is

$$D_{iI} = D_{Ii} = c\,\frac{X_{iI}}{\varepsilon_i - \varepsilon_I}. \tag{1}$$

The argument does not give the number $c$, and it does not exclude two-electron integrals from the denominator, which do appear in the occupied-virtual block. Both questions are settled by how the Fock matrix responds to a rotation.

### Conventions and the coupled-cluster Lagrangian

The reference $|\Phi_0\rangle$ is a closed-shell restricted Hartree-Fock determinant of real orthonormal orbitals. Indices $k, l$ run over all occupied orbitals (core and valence), $a, b$ over virtual orbitals, and $p, q, r, s, t$ over all orbitals; "active" means valence or virtual. The integrals, all in joules, are $h_{pq} = \langle\varphi_p|h|\varphi_q\rangle$ with

$$h = -\frac{\hbar^2}{2m_e}\nabla^2 - \sum_A \frac{Z_A e^2}{4\pi\varepsilon_0 r_A}, \qquad (pq|rs) = \frac{e^2}{4\pi\varepsilon_0}\iint \frac{\varphi_p(1)\varphi_q(1)\varphi_r(2)\varphi_s(2)}{r_{12}}\,d^3r_1\,d^3r_2, \tag{2}$$

and the Fock matrix is

$$f_{pq} = h_{pq} + \sum_k \left[2(pq|kk) - (pk|kq)\right]. \tag{3}$$

At the reference point the orbitals are canonical, $f_{pq} = \varepsilon_p\delta_{pq}$. With $E_{pq} = \sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ the Hamiltonian is $H = \sum h_{pq}E_{pq} + \tfrac12\sum (pq|rs)(E_{pq}E_{rs} - \delta_{qr}E_{ps}) + V_{nn}$.

In frozen-core CCSD the cluster operator $T = \sum_\mu t_\mu\tau_\mu$ is built from $\tau_\mu \in \{E_{ai},\, E_{ai}E_{bj}\}$ with valence $i, j$ only, and the amplitudes solve $\langle\mu|e^{-T}He^{T}|\Phi_0\rangle = 0$ for projections $\langle\mu|$ spanning the same set of excitations. Adding these equations to the energy with multipliers $\lambda_\mu$ gives

$$E = \langle\tilde\Psi|H|\Psi\rangle, \qquad |\Psi\rangle = e^{T}|\Phi_0\rangle, \qquad \langle\tilde\Psi| = \Big(\langle\Phi_0| + \sum_\mu\lambda_\mu\langle\mu|\Big)e^{-T}. \tag{4}$$

This equals the CCSD energy whenever the amplitude equations hold. It is stationary in $\lambda$ because those equations hold, and $\lambda$ is chosen to make it stationary in $t$. A first-order change of $E$ therefore comes only from the integrals, at fixed

$$\gamma_{pq} = \langle\tilde\Psi|E_{pq}|\Psi\rangle, \qquad \Gamma_{pqrs} = \langle\tilde\Psi|E_{pq}E_{rs}|\Psi\rangle - \delta_{qr}\gamma_{ps}, \tag{5}$$

$$E = \sum_{pq}\gamma_{pq}h_{pq} + \tfrac12\sum_{pqrs}\Gamma_{pqrs}(pq|rs) + V_{nn}. \tag{6}$$

Real integrals satisfy $h_{pq} = h_{qp}$ and $(pq|rs) = (qp|rs) = (pq|sr) = (rs|pq)$, so only the parts of $\gamma$ and $\Gamma$ with the same symmetries contribute to (6). From equation (8) onward the densities are taken as averaged over these permutations, except in (12) to (14), where the raw definitions (5) are used.

### Which rotations leave the energy unchanged

New orbitals are written $\varphi'_q = \sum_p\varphi_p (e^{\kappa})_{pq}$ with $\kappa$ real and antisymmetric, so that $R = e^\kappa$ is orthogonal with unit determinant. The creation operators transform like the orbitals, which gives $E'_{pq} = \sum_{rs}R_{rp}R_{sq}E_{rs}$. The operator $H$ is the same in either basis, since the rotation stays inside the full orbital space.

Let $R$ mix occupied orbitals only with occupied ones and virtual only with virtual. The determinant is then multiplied by the determinant of the occupied block once for each spin, that is by $(\pm1)^2 = 1$, so $|\Phi_0\rangle$ and $E_{\rm HF}$ do not change. If in addition $R$ does not mix core with valence, then $E'_{ai} = \sum_{bj}R_{ba}R_{ji}E_{bj}$ is a combination of the old valence excitations, and the same holds for products. The linear span of the $\tau_\mu$ and of the $\langle\mu|$ is unchanged. The operator $T$ that solved the old equations lies in the new span and solves the new equations, which are linear combinations of the old ones. Only its expansion coefficients differ, and the energy $\langle\Phi_0|e^{-T}He^{T}|\Phi_0\rangle$ is the same. Frozen-core CCSD is thus invariant to core-core, valence-valence and virtual-virtual rotations, and all-electron CCSD, whose span includes every occupied orbital, is invariant to all occupied-occupied rotations.

For a single core-valence pair with $\kappa_{iI} = -\kappa_{Ii} = \theta$,

$$\varphi'_I = \cos\theta\,\varphi_I + \sin\theta\,\varphi_i, \qquad \varphi'_i = \cos\theta\,\varphi_i - \sin\theta\,\varphi_I, \qquad E'_{ai} = \cos\theta\,E_{ai} - \sin\theta\,E_{aI}. \tag{7}$$

The reference is unchanged, but $E'_{ai}$ contains $E_{aI}$, which lies outside the old span. The proof of invariance fails. That the energy really changes has to be shown by computing its derivative.

### The orbital gradient

Consider a general first-order change $\delta\varphi_q = \sum_p\varphi_pU_{pq}$, not yet required to be antisymmetric, at fixed densities. Then $\delta h_{qr} = \sum_p (U_{pq}h_{pr} + U_{pr}h_{qp})$, and since $\gamma$ and $h$ are symmetric the two terms give equal contributions, $\sum\gamma_{qr}\delta h_{qr} = 2\sum_{pq}U_{pq}\sum_r h_{pr}\gamma_{rq}$. Each two-electron integral has four indices to vary, and with symmetrized $\Gamma$ the four contributions are equal, so the factor $\tfrac12$ in (6) becomes $2$:

$$\delta E = 2\sum_{pq}U_{pq}F_{pq}, \qquad F_{pq} = \sum_r h_{pr}\gamma_{rq} + \sum_{rst}(pr|st)\,\Gamma_{qrst}. \tag{8}$$

$F$ is the generalized Fock matrix. For a rotation $U = \kappa$, each independent angle occurs twice, as $\kappa_{pq}$ and as $\kappa_{qp} = -\kappa_{pq}$, so

$$X_{pq} \equiv \frac{\partial E}{\partial\kappa_{pq}} = 2\,(F_{pq} - F_{qp}). \tag{9}$$

The invariances above imply $X_{IJ} = X_{ij} = X_{ab} = 0$.

The same variation is needed for the Fock matrix (3). The outer indices $p, q$ vary as those of any one-electron matrix. The summed index $k$ occurs twice in each integral: $2(pq|kk)$ changes by $4\sum_r U_{rk}(pq|rk)$, and $(pk|kq)$ by $\sum_r U_{rk}[(pr|kq) + (pk|rq)]$. Hence

$$\delta f_{pq} = \sum_r\left(U_{rp}f_{rq} + f_{pr}U_{rq}\right) + \sum_{rk}A_{pq,rk}U_{rk}, \qquad A_{pq,rs} = 4(pq|rs) - (pr|qs) - (ps|qr). \tag{10}$$

The permutation symmetry of the integrals makes $A$ symmetric under $p\leftrightarrow q$, under $r\leftrightarrow s$, and under exchange of the two pairs. For a rotation, the part of the last sum with occupied $r = l$ is $\sum_{lk}A_{pq,lk}\kappa_{lk}$, a symmetric array contracted with an antisymmetric one, which is zero. This expresses the fact that the Fock operator depends only on the occupied space. With canonical orbitals the first sum is $\kappa_{qp}\varepsilon_q + \varepsilon_p\kappa_{pq}$, so

$$\delta f_{pq} = (\varepsilon_p - \varepsilon_q)\,\kappa_{pq} + \sum_{ak}A_{pq,ak}\,\kappa_{ak}. \tag{11}$$

To evaluate $X_{iI}$, the part of the densities that is fixed by the filled core is separated out. No operator in $T$ or $\langle\mu|$ touches the core, so the core is full in $|\Psi\rangle$ and in $\langle\tilde\Psi|$. An electron cannot be created in a full orbital unless it was just removed from it, so $E_{Iq}|\Psi\rangle = 2\delta_{Iq}|\Psi\rangle$, and by the adjoint statement $\langle\tilde\Psi|E_{pI} = 2\delta_{pI}\langle\tilde\Psi|$. With $\langle\tilde\Psi|\Psi\rangle = 1$ this gives $\gamma_{Iq} = \gamma_{qI} = 2\delta_{Iq}$. The operator in $\Gamma_{pqrs}$ is $\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$, so $\Gamma_{pqrs} = \Gamma_{rspq}$, and (5) yields

$$\Gamma_{Iqrs} = \Gamma_{rsIq} = 2\delta_{Iq}\gamma_{rs} - \delta_{Is}\gamma_{rq}, \qquad \Gamma_{pIrs} = 2\delta_{pI}\gamma_{rs} - \delta_{Ir}\gamma_{ps}. \tag{12}$$

Let $P$ be the diagonal matrix with $1$ for occupied and $0$ for virtual orbitals, and define for any matrix $d$

$$\mathcal S[d]_{pqrs} = 2d_{pq}P_{rs} + 2P_{pq}d_{rs} - d_{ps}P_{rq} - P_{ps}d_{rq}. \tag{13}$$

Contracting with the integrals, the first two terms each give $2\sum d_{pq}(pq|kk)$ and the last two each give $-\sum d_{pq}(pk|kq)$ after renaming indices, so $\tfrac12\sum\mathcal S[d]_{pqrs}(pq|rs) = \sum_{pq}d_{pq}(f_{pq} - h_{pq})$. Now set

$$\gamma^c = \gamma - 2P, \qquad \Gamma^c = \Gamma - \mathcal S[\gamma^c] - \mathcal S[P]. \tag{14}$$

The matrix $\gamma^c$ vanishes if either index is core. For $p = I$, (13) gives $\mathcal S[\gamma^c]_{Iqrs} = 2\delta_{Iq}\gamma^c_{rs} - \delta_{Is}\gamma^c_{rq}$ and $\mathcal S[P]_{Iqrs} = 4\delta_{Iq}P_{rs} - 2\delta_{Is}P_{rq}$, whose sum is $2\delta_{Iq}\gamma_{rs} - \delta_{Is}\gamma_{rq}$, the first expression in (12). For $q = I$ the two terms are $2\delta_{pI}\gamma^c_{rs} - \gamma^c_{ps}\delta_{rI}$ and $4\delta_{pI}P_{rs} - 2P_{ps}\delta_{rI}$, whose sum is the second. Pair symmetry covers $r$ and $s$. So $\Gamma^c$ vanishes whenever any index is core, and averaging over index permutations preserves that. Inserting (14) in (6), the terms $2\sum_k h_{kk} + \sum_k(f_{kk} - h_{kk}) + V_{nn}$ form $E_{\rm HF}$, and

$$E = E_{\rm HF} + \sum_{pq}^{\rm act}\gamma^c_{pq}f_{pq} + \tfrac12\sum_{pqrs}^{\rm act}\Gamma^c_{pqrs}(pq|rs). \tag{15}$$

Under the rotation $\kappa_{iI}$ the first term is constant. By (11) only $f_{iI}$ and $f_{Ii}$ change at first order, and they multiply elements of $\gamma^c$ that are zero. The last term changes by $2\sum_{pq}\kappa_{pq}\sum_{rst}(pr|st)\Gamma^c_{qrst}$ as in (8). The term $q = I$ is zero because $\Gamma^c$ has no core index, and the term $q = i$, $p = I$ carries $\kappa_{Ii} = -\kappa_{iI}$:

$$X_{iI} = -2\sum_{rst}^{\rm act}(Ir|st)\,\Gamma^c_{irst}. \tag{16}$$

No identity makes this sum vanish. It is zero when $\varphi_i$ and $\varphi_I$ differ in symmetry, it tends to zero when they sit on fragments that are pulled apart, and otherwise it is in general nonzero. In an all-electron calculation $\gamma^c$ and $\Gamma^c$ have core indices, a term with $i$ and $I$ exchanged and a term $2(\varepsilon_i - \varepsilon_I)\gamma^c_{iI}$ join (16), and the amplitude and multiplier equations make the total zero, as the invariance requires.

The weak-correlation limit shows (16) in familiar quantities. The frozen-core second-order energy is $E_2 = -\sum_{jlab}[2(ja|lb) - (jb|la)](ja|lb)/\Delta_{jl}^{ab}$, with $j, l$ here both valence and $\Delta_{jl}^{ab} = \varepsilon_a + \varepsilon_b - \varepsilon_j - \varepsilon_l$. Under (7) the active orbitals stay canonical among themselves, since $f_{i'j} = \cos\theta f_{ij} - \sin\theta f_{Ij} = 0$ for $j \ne i$, and

$$\varepsilon'_i = \cos^2\theta\,\varepsilon_i + \sin^2\theta\,\varepsilon_I = \varepsilon_i - (\varepsilon_i - \varepsilon_I)\sin^2\theta \tag{17}$$

changes only at second order. The numerator is a symmetric quadratic form in the integrals, so $\delta E_2 = 2\sum\tilde t_{jl}^{ab}\,\delta(ja|lb)$ with $\tilde t_{jl}^{ab} = -[2(ja|lb) - (jb|la)]/\Delta_{jl}^{ab}$. The orbital $i$ can stand in either position, with equal contributions, and $\delta\varphi_i = -\theta\varphi_I$, so $X_{iI} = -4\sum_{jab}\tilde t_{ij}^{ab}(Ia|jb)$ at this order.

### The condition that defines the core, and its multiplier

Because $E$ depends on $\kappa_{iI}$, "the frozen-core energy" is defined only once a rule selects the core subspace at every geometry and field strength. The rule adopted here is to freeze the lowest canonical orbitals, which means that the Fock matrix has no core-valence element. Together with the Hartree-Fock condition, the orbitals obey

$$f_{iI} = 0, \qquad f_{ak} = 0 \tag{18}$$

for every value of the perturbation $x$. There is one condition for each angle on which $E$ depends. As with the amplitudes, the conditions are added with multipliers, dimensionless since $f$ is an energy:

$$L = E + \sum_{iI}z_{iI}f_{iI} + \sum_{ak}z_{ak}f_{ak}. \tag{19}$$

Each sum counts a pair once. $L$ equals $E$ whenever (18) holds, whatever the $z$. If $z$ is chosen so that $L$ is stationary in every $\kappa_{pq}$, the total derivative $dE/dx$ is the explicit derivative of $L$, and the response of the orbitals is never needed.

For $\kappa_{IJ}$, $\kappa_{ij}$ and $\kappa_{ab}$ stationarity is automatic: $X$ vanishes there, and by (11) these angles change neither $f_{iI}$ nor $f_{ak}$. For $\kappa_{iI}$, equation (11) shows that the only constrained element that changes is $f_{iI}$ itself, by $(\varepsilon_i - \varepsilon_I)\kappa_{iI}$, with no two-electron term. Therefore $X_{iI} + (\varepsilon_i - \varepsilon_I)z_{iI} = 0$, and for $\varepsilon_i \neq \varepsilon_I$

$$z_{iI} = -\frac{X_{iI}}{\varepsilon_i - \varepsilon_I} = \frac{2}{\varepsilon_i - \varepsilon_I}\sum_{rst}^{\rm act}(Ir|st)\,\Gamma^c_{irst}. \tag{20}$$

For $\kappa_{ak}$, equation (11) gives $\partial f_{iI}/\partial\kappa_{ak} = A_{iI,ak}$ and $\partial f_{bl}/\partial\kappa_{ak} = (\varepsilon_a - \varepsilon_k)\delta_{ab}\delta_{kl} + A_{bl,ak}$. With the pair symmetry of $A$,

$$\sum_{bl}M_{ak,bl}\,z_{bl} = -X_{ak} - \sum_{iI}z_{iI}A_{iI,ak}, \qquad M_{ak,bl} = (\varepsilon_a - \varepsilon_k)\delta_{ab}\delta_{kl} + A_{ak,bl}. \tag{21}$$

This is the Z-vector equation, with $k$ and $l$ running over the core as well. The coupling is one-way: $z_{iI}$ follows from a division and then enters the right-hand side of (21). The reason is physical. An occupied-virtual rotation changes the electron density, hence the Fock operator, hence which combination of occupied orbitals is the canonical core; a core-valence rotation leaves the density of the reference determinant, and with it the Fock operator, unchanged.

The frozen-core energy changes under core-valence rotations, and the condition $f_{iI} = 0$ fixes the multiplier $z_{iI}$ by a simple division, after which it enters the Z-vector equation for $z_{ak}$. It remains to build the relaxed densities and the gradient from these multipliers, which also fixes $c$ in (1), to find what is lost when the block is omitted, and to state the conditions of validity and test the formulas on acetylene.
